**Cartesian curvature and the transverse doublet of a rhombohedral ferroelectric state**

For a sixth-order Landau–Devonshire energy density G, the program studies the stationary state P = (p, p, p), with A = ∂²G/∂Pᵢ² and B = ∂²G/∂Pᵢ∂Pⱼ. The Hessian eigenvalues are A + 2B along [111] and A − B, twice, in the transverse plane, so A > 0 alone does not ensure stability. The program asserts these formulas symbolically for arbitrary coefficients and compares them with finite-difference Hessians of the energy. Two models with the same p and the same A = 1.152 × 10⁸ J m/C² have transverse doublets of +4.8 × 10⁷ and −4.8 × 10⁷ J m/C². In overdamped descent from 24 small transverse displacements, the first model always returns to the rhombohedral state and the second always ends in a tetragonal one. The sign change at fixed p is located numerically at a12 = 6 × 10⁸ J m⁵/C⁴, in agreement with the formula. For four quartic models, the program also asserts that A stays positive while the doublet and the energy order of the rhombohedral and tetragonal states change sign together.

## Numerical check

```python
"""
Result under test: for a cubic-parent Landau-Devonshire energy, a stationary
rhombohedral state P = (p,p,p) can have positive curvature A along each
Cartesian axis and still be unstable, because its Hessian eigenvalues are
  longitudinal: A + 2B        transverse doublet: A - B
with A = d2G/dPi2 and B = d2G/dPidPj at the state.
G is an energy density (J/m^3), P the polarization (C/m^2), and
a1, a11, a12, a111, a112, a123 are the Landau coefficients.
"""
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

# ---------- energy and its exact derivatives ----------
x, y, z = sp.symbols("x y z", real=True)
p_sym = sp.symbols("p", positive=True)
coefs = sp.symbols("a1 a11 a12 a111 a112 a123", real=True)


def energy(P, c):
    a1, a11, a12, a111, a112, a123 = c
    u, v, w = P[0]**2, P[1]**2, P[2]**2
    return (a1*(u + v + w) + a11*(u**2 + v**2 + w**2)
            + a12*(u*v + v*w + w*u) + a111*(u**3 + v**3 + w**3)
            + a112*(u**2*(v + w) + v**2*(u + w) + w**2*(u + v))
            + a123*u*v*w)


G_sym = energy((x, y, z), coefs)
grad_sym = [sp.diff(G_sym, q) for q in (x, y, z)]
grad_num = sp.lambdify((x, y, z, *coefs), grad_sym, "numpy")


# ---------- derived formulas ----------
def a1_for_state(p, a11, a12, a111, a112, a123):
    return -(2*(a11 + a12)*p**2 + (3*a111 + 6*a112 + a123)*p**4)


def formula_A(p, c):
    return 8*c[1]*p**2 + (24*c[3] + 16*c[4])*p**4


def formula_B(p, c):
    return 4*c[2]*p**2 + (16*c[4] + 4*c[5])*p**4


def formula_transverse(p, c):
    return 4*p**2*(2*c[1] - c[2] + (6*c[3] - c[5])*p**2)


# Symbolic test for arbitrary coefficients, from direct differentiation
diagonal = {x: p_sym, y: p_sym, z: p_sym}
a1_solved = sp.solve(grad_sym[0].subs(diagonal), coefs[0])[0]
assert sp.expand(a1_solved - a1_for_state(p_sym, *coefs[1:])) == 0
H_sym = sp.hessian(G_sym, (x, y, z)).subs(diagonal).subs(coefs[0], a1_solved)
A_sym, B_sym = formula_A(p_sym, coefs), formula_B(p_sym, coefs)
assert sp.expand(H_sym[0, 0] - A_sym) == 0
assert sp.expand(H_sym[0, 1] - B_sym) == 0
for vector, value in [((1, 1, 1), A_sym + 2*B_sym),
                      ((1, -1, 0), formula_transverse(p_sym, coefs)),
                      ((1, 1, -2), formula_transverse(p_sym, coefs))]:
    residual = H_sym*sp.Matrix(vector) - value*sp.Matrix(vector)
    assert all(sp.expand(r) == 0 for r in residual)


# ---------- numerical tools that use only the energy ----------
def fd_hessian(P, c, h=1e-4):
    P, I = np.array(P, float), np.eye(3)*h
    H = np.empty((3, 3))
    for i in range(3):
        H[i, i] = (energy(P + I[i], c) - 2*energy(P, c)
                   + energy(P - I[i], c))/h**2
        for j in range(i):
            H[i, j] = H[j, i] = (
                energy(P + I[i] + I[j], c) - energy(P + I[i] - I[j], c)
                - energy(P - I[i] + I[j], c)
                + energy(P - I[i] - I[j], c))/(4*h**2)
    return H


def best_on_axis(direction, c, upper=2.0):
    d = np.array(direction, float)
    found = minimize_scalar(lambda s: energy(s*d, c), bounds=(0, upper),
                            method="bounded", options={"xatol": 1e-10})
    return found.x, found.fun


# ---------- two models with the same p and the same A ----------
p = 0.2
a11, a111, a112, a123 = 2e8, 1e9, 5e8, 1e9


def model(a12):
    return (a1_for_state(p, a11, a12, a111, a112, a123),
            a11, a12, a111, a112, a123)


models = {"S": model(3e8), "U": model(9e8)}
R = np.array([p, p, p])
print(f"Common p per component: {p:.3f} C/m^2; |P|: {p*3**0.5:.4f} C/m^2")
print(f"Common a11: {a11:.3e} J m^5/C^4")
print(f"Common a111, a112, a123: {a111:.2e}, {a112:.2e}, {a123:.2e} J m^9/C^6")

e1 = np.array([2, -1, -1])/np.sqrt(6)
e2 = np.array([0, 1, -1])/np.sqrt(2)
shear = np.array([1, -1, 0])/np.sqrt(2)
step = 0.02
start_size = 1e-3
angles = np.deg2rad(7 + 15*np.arange(24))
diag_curvature = {}

for name, c in models.items():
    p_found, G_R = best_on_axis((1, 1, 1), c)
    assert abs(p_found - p) < 1e-6
    H = fd_hessian(R, c)
    eig = np.linalg.eigvalsh(H)
    A, B, lamT = formula_A(p, c), formula_B(p, c), formula_transverse(p, c)
    assert np.allclose(np.diag(H), A, rtol=1e-5)
    assert np.allclose(eig, sorted([lamT, lamT, A + 2*B]), rtol=1e-5)
    assert np.all(np.diag(H) > 0) and eig[2] > 0
    assert (eig[0] > 0) == (name == "S") and (eig[1] > 0) == (name == "S")
    diag_curvature[name] = H[0, 0]

    G0 = energy(R, c)
    dx_plus = energy(R + step*np.array([1, 0, 0]), c) - G0
    dx_minus = energy(R - step*np.array([1, 0, 0]), c) - G0
    d_shear = energy(R + step*shear, c) - G0
    assert dx_plus > 0 and dx_minus > 0
    assert (d_shear > 0) == (name == "S")

    P_T, G_T = best_on_axis((1, 0, 0), c)
    q_O, G_O = best_on_axis((1, 1, 0), c)
    eig_T = np.linalg.eigvalsh(fd_hessian((P_T, 0, 0), c))
    eig_O = np.linalg.eigvalsh(fd_hessian((q_O, q_O, 0), c))

    # Overdamped descent; the factor 1e8 only sets the unit of time
    returned = tetragonal = 0
    for angle in angles:
        start = R + start_size*(np.cos(angle)*e1 + np.sin(angle)*e2)
        flow = solve_ivp(lambda t, P: -np.array(grad_num(*P, *c))/1e8,
                         (0, 200), start, method="LSODA",
                         rtol=1e-8, atol=1e-11)
        assert flow.success
        end = flow.y[:, -1]
        returned += np.allclose(end, R, atol=1e-5)
        tetragonal += np.allclose(np.sort(np.abs(end)), [0, 0, P_T],
                                  atol=1e-5)
    if name == "S":
        assert returned == len(angles) and G_R < G_T
    else:
        assert tetragonal == len(angles) and G_T < G_O < G_R
        assert eig_T[0] > 0 and eig_O[0] < 0 < eig_O[1]

    print(f"Model {name}: a1 = {c[0]:.4e} J m/C^2, a12 = {c[2]:.3e} J m^5/C^4")
    print(f"  A = {H[0, 0]:.4e}, B = {H[0, 1]:.4e} J m/C^2")
    print(f"  transverse doublet = {eig[0] if name == 'U' else eig[1]:.4e}, "
          f"longitudinal = {eig[2]:.4e} J m/C^2")
    print(f"  dG for x step +{step} C/m^2: {dx_plus:.4e} J/m^3")
    print(f"  dG for x step -{step} C/m^2: {dx_minus:.4e} J/m^3")
    print(f"  dG for (1,-1,0) step of length {step} C/m^2: {d_shear:.4e} J/m^3")
    print(f"  G rhombohedral = {G_R:.4e} J/m^3")
    print(f"  G tetragonal = {G_T:.4e} J/m^3 at P = {P_T:.4f} C/m^2")
    print(f"  G orthorhombic = {G_O:.4e} J/m^3 at {q_O:.4f} C/m^2 per component")
    print("  tetragonal eigenvalues (J m/C^2):",
          " ".join(f"{v:.3e}" for v in eig_T))
    print("  orthorhombic eigenvalues (J m/C^2):",
          " ".join(f"{v:.3e}" for v in eig_O))
    print(f"  descents from {start_size} C/m^2 offsets: {len(angles)} total, "
          f"{returned} back to R, {tetragonal} to T")

assert np.isclose(diag_curvature["S"], diag_curvature["U"], rtol=1e-6)

# ---------- threshold in a12 at fixed p, found from the energy ----------
threshold = brentq(lambda b: np.linalg.eigvalsh(fd_hessian(R, model(b)))[0],
                   3e8, 9e8, xtol=10)
assert np.isclose(threshold, 2*a11 + (6*a111 - a123)*p**2, rtol=1e-5)
print(f"Threshold a12 at fixed p: {threshold:.4e} J m^5/C^4")

# ---------- quartic model: A stays positive on both sides ----------
a1_q, a11_q = -1e8, 2e8
print(f"Quartic model: a1 = {a1_q:.2e} J m/C^2, a11 = {a11_q:.2e} J m^5/C^4")
for a12_q in (-1e8, 3e8, 5e8, 9e8):
    c = (a1_q, a11_q, a12_q, 0.0, 0.0, 0.0)
    pq, G_R = best_on_axis((1, 1, 1), c)
    _, G_T = best_on_axis((1, 0, 0), c)
    H = fd_hessian((pq, pq, pq), c)
    eig = np.linalg.eigvalsh(H)
    lamT = 4*pq**2*(2*a11_q - a12_q)
    lamL = -4*a1_q
    assert np.allclose(np.diag(H), 8*a11_q*pq**2, rtol=1e-4)
    assert np.allclose(eig, sorted([lamT, lamT, lamL]), rtol=1e-4)
    assert np.isclose(G_R, -3*a1_q**2/(4*(a11_q + a12_q)), rtol=1e-8)
    assert np.isclose(G_T, -a1_q**2/(4*a11_q), rtol=1e-8)
    assert H[0, 0] > 0 and (eig[0] > 0) == (G_R < G_T)
    doublet = shear @ H @ shear
    print(f"  a12 = {a12_q:.1e} J m^5/C^4: A = {H[0, 0]:.3e}, "
          f"doublet = {doublet:.3e} J m/C^2")
    print(f"    G_R = {G_R:.4e}, G_T = {G_T:.4e} J/m^3")

print("finished without a failed check")
```

Printed output:

```
Common p per component: 0.200 C/m^2; |P|: 0.3464 C/m^2
Common a11: 2.000e+08 J m^5/C^4
Common a111, a112, a123: 1.00e+09, 5.00e+08, 1.00e+09 J m^9/C^6
Model S: a1 = -5.1200e+07 J m/C^2, a12 = 3.000e+08 J m^5/C^4
  A = 1.1520e+08, B = 6.7200e+07 J m/C^2
  transverse doublet = 4.8000e+07, longitudinal = 2.4960e+08 J m/C^2
  dG for x step +0.02 C/m^2: 2.5994e+04 J/m^3
  dG for x step -0.02 C/m^2: 2.0355e+04 J/m^3
  dG for (1,-1,0) step of length 0.02 C/m^2: 9.6776e+03 J/m^3
  G rhombohedral = -3.2960e+06 J/m^3
  G tetragonal = -2.3040e+06 J/m^3 at P = 0.2828 C/m^2
  G orthorhombic = -3.0161e+06 J/m^3 at 0.2329 C/m^2 per component
  tetragonal eigenvalues (J m/C^2): -4.800e+07 -4.800e+07 2.816e+08
  orthorhombic eigenvalues (J m/C^2): -2.555e+07 8.052e+07 2.577e+08
  descents from 0.001 C/m^2 offsets: 24 total, 24 back to R, 0 to T
Model U: a1 = -9.9200e+07 J m/C^2, a12 = 9.000e+08 J m^5/C^4
  A = 1.1520e+08, B = 1.6320e+08 J m/C^2
  transverse doublet = -4.8000e+07, longitudinal = 4.4160e+08 J m/C^2
  dG for x step +0.02 C/m^2: 2.5994e+04 J/m^3
  dG for x step -0.02 C/m^2: 2.0355e+04 J/m^3
  dG for (1,-1,0) step of length 0.02 C/m^2: -9.4984e+03 J/m^3
  G rhombohedral = -6.1760e+06 J/m^3
  G tetragonal = -7.3242e+06 J/m^3 at P = 0.3564 C/m^2
  G orthorhombic = -6.5895e+06 J/m^3 at 0.2504 C/m^2 per component
  tetragonal eigenvalues (J m/C^2): 4.635e+07 4.635e+07 5.904e+08
  orthorhombic eigenvalues (J m/C^2): -4.677e+07 4.304e+07 4.676e+08
  descents from 0.001 C/m^2 offsets: 24 total, 0 back to R, 24 to T
Threshold a12 at fixed p: 6.0000e+08 J m^5/C^4
Quartic model: a1 = -1.00e+08 J m/C^2, a11 = 2.00e+08 J m^5/C^4
  a12 = -1.0e+08 J m^5/C^4: A = 8.000e+08, doublet = 1.000e+09 J m/C^2
    G_R = -7.5000e+07, G_T = -1.2500e+07 J/m^3
  a12 = 3.0e+08 J m^5/C^4: A = 1.600e+08, doublet = 4.000e+07 J m/C^2
    G_R = -1.5000e+07, G_T = -1.2500e+07 J/m^3
  a12 = 5.0e+08 J m^5/C^4: A = 1.143e+08, doublet = -2.857e+07 J m/C^2
    G_R = -1.0714e+07, G_T = -1.2500e+07 J/m^3
  a12 = 9.0e+08 J m^5/C^4: A = 7.273e+07, doublet = -9.091e+07 J m/C^2
    G_R = -6.8182e+06, G_T = -1.2500e+07 J/m^3
finished without a failed check
```
